# Why the force-force mobility formula fails even at weak scattering

**Q.** I need the mobility of a lightly doped semiconductor limited by acoustic phonons. I plan to use the force-force formula: the relaxation rate is the time integral of the correlation function of the scattering force, evaluated with free carriers. It is the leading term in the scattering strength, so it must become exact when scattering is weak. Solving the Boltzmann equation would then be superfluous.

**A.** The first half is right: it is a leading term. Let us see what it is the leading term of. Take independent, nondegenerate carriers of charge $e>0$ in one isotropic parabolic band. Let $\phi(t)=(p_x(t);p_x)/(mkT)$, where $(A;B)$ is Kubo's thermal correlation, normalized so that $\phi(0)=1$. With fields varying as $e^{-i\omega t}$ and $z=-i\omega$ (approached from $\mathrm{Re}\,z>0$),

$$\sigma=\frac{ne^2}{m}R(z),\qquad R(z)=\int_0^\infty e^{-zt}\phi(t)\,dt\equiv\frac{1}{z+M(z)} .$$

The last equality defines the memory function $M$. Nothing has been approximated in it, so the exact $M$ gives the exact conductivity.

Now integrate by parts twice. Since $\phi$ is even in time, $\phi'(0)=0$. Stationarity gives $\phi''(t)=-(F_x(t);F_x)/(mkT)$, with $F_x=\dot p_x$. Hence

$$R=\frac1z-\frac{K(z)}{z^2},\qquad K(z)=\frac{1}{mkT}\int_0^\infty e^{-zt}(F_x(t);F_x)\,dt ,$$

$$M=\frac1R-z=\frac{K}{1-K/z}=K+\frac{K^2}{z}+\dots$$

The force is first order in the scattering potential, so $K$ starts at second order, where the motion may be taken as free. That term, $M_{FF}$, is your formula.

**Q.** And the next term, $K^2/z$, is of fourth order. It is negligible for weak scattering.

**A.** At fixed $z$, yes. But $K$ is of the order of a scattering rate $\nu$, so this term is smaller by $\nu/|z|$, not by the coupling alone. The fourth-order part of $K$ itself is of the same order and of opposite sign; what survives of the two appears below as $-\mathrm{Var}(\nu)/z$. You want the dc mobility, $z\to0$. There the expansion gives no guarantee, however small $\nu$ is.

**Q.** A missing guarantee is not an error. What does the formula give for acoustic phonons?

**A.** Write the phonon coupling first. Let $\Xi$ be the deformation potential, $\rho$ the density, $s$ the sound speed, $c_l=\rho s^2$ and $\mathcal V$ the volume. For equilibrium phonons with $\hbar\omega_q\ll kT$, the occupation is $kT/\hbar\omega_q$, and absorption and emission each contribute

$$\frac{\Xi^2\hbar q^2}{2\rho\mathcal V\omega_q}\,\frac{kT}{\hbar\omega_q}=\frac{\Xi^2kT}{2c_l\mathcal V}$$

to the squared matrix element. Their sum is $\gamma/\mathcal V$ with $\gamma=\Xi^2kT/c_l$, independent of $q$. Neglecting the phonon energy, and using the density of states per spin $mk/(2\pi^2\hbar^2)$, the golden rule gives

$$\nu(k)=\frac{2\pi}{\hbar}\,\gamma\,\frac{mk}{2\pi^2\hbar^2}=\frac{\gamma mk}{\pi\hbar^3}=\nu_0\sqrt x,\qquad x=\frac{E}{kT}.$$

Now the force. At low frequency the Kubo correlation may be replaced by the ordinary one under the time integral, and by evenness the half-line integral is half the full one:

$$M_{FF}=\frac{1}{2mkT}\int_{-\infty}^{\infty}\langle F_x(t)F_x(0)\rangle_0\,dt .$$

The force is minus the gradient of the potential, so its squared matrix element is $(k_x-k_x')^2|V_{k'k}|^2$. The time integral supplies $2\pi\hbar\,\delta(E-E')$. With the golden-rule rate $W_{kk'}=(2\pi/\hbar)|V_{k'k}|^2\delta(E-E')$ and $f_k$ the Maxwell distribution normalized to one carrier,

$$M_{FF}=\frac{\hbar^2}{2mkT}\sum_{kk'}f_kW_{kk'}(k_x-k_x')^2 .$$

Scattering is isotropic, so the cross term averages to zero and $k_x'^2$ averages to $k^2/3$. Averaging $k_x^2$ over the initial direction gives another $k^2/3$. Therefore

$$M_{FF}=\frac{\hbar^2}{3mkT}\sum_kf_kk^2\nu=\frac23\sum_kf_k\,x\,\nu=\langle\nu\rangle,\qquad
\langle A\rangle=\frac{1}{\Gamma(5/2)}\int_0^\infty A\,x^{3/2}e^{-x}dx .$$

Here $f_k$ contributes $\sqrt x\,e^{-x}/\Gamma(3/2)$, and $\Gamma(5/2)=\tfrac32\Gamma(3/2)$ absorbs the factor $2/3$. So $\mu_{FF}=e/(m\langle\nu\rangle)$.

**Q.** A mean scattering rate, as I expected. Does the Boltzmann equation disagree?

**A.** It averages something else. In a field $\mathcal E$ the linearized equation reads $e\mathcal E v_x f_0/kT=\nu f_1$. There is no in-scattering term, because $f_1$ is odd in $k_x$ and isotropic scattering sums it to zero. With $\tau=1/\nu$,

$$f_1=\frac{e\mathcal E}{kT}\,\tau v_xf_0,\qquad
\mu=\frac{e}{kT}\sum_kf_k v_x^2\tau=\frac em\,\frac23\sum_kf_k\,x\,\tau=\frac em\langle\tau\rangle ,$$

since $v_x^2$ averages to $2E/(3m)$. The weight is the same, but $\tau$ is averaged instead of $1/\tau$. For acoustic phonons, with $\Gamma(5/2)=3\sqrt\pi/4$,

$$\langle\tau\rangle=\frac{\Gamma(2)}{\nu_0\Gamma(5/2)}=\frac{4}{3\sqrt\pi\,\nu_0},\qquad
\langle\nu\rangle=\frac{\nu_0\Gamma(3)}{\Gamma(5/2)}=\frac{8\nu_0}{3\sqrt\pi},$$

$$\frac{\mu_{FF}}{\mu}=\frac{1}{\langle\tau\rangle\langle\nu\rangle}=\frac{9\pi}{32}\approx0.884 .$$

The coupling has cancelled. Weakening the scattering raises both mobilities in proportion and leaves their ratio alone.

**Q.** Then two theories, both valid for weak scattering, contradict each other. Which one is wrong?

**A.** Neither, in its own frequency range. Repeat the Boltzmann solution with a time-dependent field: $\nu f_1$ becomes $(z+\nu)f_1$, so $R(z)=\langle1/(z+\nu)\rangle$. For large $z$,

$$R=\frac1z\left[1-\frac{\langle\nu\rangle}{z}+\frac{\langle\nu^2\rangle}{z^2}-\dots\right],\qquad
\frac1R=z\left[1+\frac{\langle\nu\rangle}{z}-\frac{\langle\nu^2\rangle-\langle\nu\rangle^2}{z^2}+\dots\right],$$

$$M=\frac1R-z=\langle\nu\rangle-\frac{\mathrm{Var}(\nu)}{z}+\dots,\qquad\text{whereas}\qquad M(0)=\frac{1}{\langle\tau\rangle}.$$

Your formula is the high-frequency limit of the Boltzmann result. The solution $f_1=(e\mathcal E/kT)\,v_xf_0/(z+\nu)$ displaces the distribution at each energy by the velocity $e\mathcal E/[m(z+\nu)]$. When $\omega\gg\nu$, this displacement is nearly the same at every energy, and the absorbed power averages the collision rates. In a steady field it is $e\mathcal E\tau/m$, which is largest at low energy, where carriers scatter least here. The limits $\omega\to0$ and zero coupling do not commute.

In units of $\langle\nu\rangle$, the computed real part of $M$ is 0.884 at $\omega=0$, 0.952 at $\omega=\langle\nu\rangle$ and 0.999 at $\omega=10\langle\nu\rangle$. The free-carrier formula does not see this change: even at $\omega=kT/\hbar$ its rate is only 1.6% below its own dc value. The constant rate $\langle\nu\rangle$ is therefore accurate for $\nu\ll\omega\ll kT/\hbar$; at higher frequencies the formula must be evaluated at $\omega$ itself.

**Q.** Could I repair it by keeping the true, scattered motion in the force correlator?

**A.** Not at $z=0$. The full-dynamics correlator is the $K$ introduced above, and

$$K=z-z^2R=\left\langle\frac{z\nu}{z+\nu}\right\rangle\;\longrightarrow\;0\quad(z\to0).$$

The force is the derivative of the momentum, whose correlation decays, so the complete time integral vanishes. At $z=0.01\langle\nu\rangle$ the result is $0.0099\langle\nu\rangle$, which is essentially $z$ itself. The dc rate is in the combination $K/(1-K/z)$, where numerator and denominator vanish together.

**Q.** Is the sign of the error an accident of acoustic phonons?

**A.** No. Write $f_1=(e\mathcal E/kT)f_0\varphi$, so that the Boltzmann equation is $v_x=\mathcal C\varphi$, with $\mathcal C\varphi=\sum_{k'}W_{kk'}(\varphi_k-\varphi_{k'})$. Let $(a,b)=\sum_kf_ka_kb_k$. Then $\mu=(e/kT)(v_x,\varphi)$. Detailed balance makes $\mathcal C$ symmetric, and

$$(\varphi,\mathcal C\varphi)=\tfrac12\sum_{kk'}f_kW_{kk'}(\varphi_k-\varphi_{k'})^2\ge0 .$$

Suppose you allow only $\varphi=a k_x$, a rigidly displaced Maxwell distribution, and require the equation to hold in projection on $k_x$. Then $a=(k_x,v_x)/(k_x,\mathcal Ck_x)$. Since $(k_x,v_x)=kT/\hbar$ and $(k_x,\mathcal Ck_x)=mkT\,M_{FF}/\hbar^2$, the mobility becomes

$$\frac{e}{kT}\frac{(v_x,k_x)^2}{(k_x,\mathcal Ck_x)}=\frac{e}{mM_{FF}}=\mu_{FF}.$$

The Cauchy-Schwarz inequality, applied with the true solution $\varphi$, gives

$$(v_x,k_x)^2=(\varphi,\mathcal Ck_x)^2\le(\varphi,\mathcal C\varphi)(k_x,\mathcal Ck_x)
\quad\Rightarrow\quad\mu_{FF}\le\frac{e}{kT}(\varphi,v_x)=\mu .$$

Within linearized Boltzmann theory with detailed balance, the force-force mobility is thus a lower bound.

**Q.** So I should let the distribution deform as well as shift.

**A.** Yes. Use $v_x$ and $v_xx$ as trial functions. The projected equations give $\mu=(e/m)\,b^TH^{-1}b$ with $b_i=\langle x^i\rangle$ and $H_{ij}=\langle\nu x^{i+j}\rangle$, where $i,j=0,1$:

$$b=\begin{pmatrix}1\\5/2\end{pmatrix},\qquad H=\frac{\nu_0}{\Gamma(5/2)}\begin{pmatrix}2&6\\6&24\end{pmatrix},$$

$$b^TH^{-1}b=\frac{\Gamma(5/2)}{\nu_0}\,\frac{24-2\cdot6\cdot\frac52+2\cdot\frac{25}{4}}{48-36}=\frac{13}{24}\,\frac{\Gamma(5/2)}{\nu_0}.$$

Dividing by $\langle\tau\rangle=1/[\nu_0\Gamma(5/2)]$ and using $\Gamma(5/2)^2=9\pi/16$ gives the fraction $39\pi/128\approx0.957$. A third function, $v_xx^2$, raises it to 0.978.

**Q.** Show me actual mobilities. And you neglected the phonon energy; perhaps energy exchange removes the discrepancy.

**A.** Take round parameters that stand for no particular material: $m=0.2\,m_e$, $T=300$ K, $\Xi=5$ eV, $\rho=5000$ kg/m³ and $s=5000$ m/s. Then $\gamma=2.126\times10^{-68}$ J² m³, the wavenumber at $E=kT$ is $3.684\times10^8$ m⁻¹, and $\nu_0=\gamma mk/(\pi\hbar^3)=3.873\times10^{11}$ s⁻¹. The two times are

$$\langle\tau\rangle=\frac{0.7523}{\nu_0}=1.942\ \text{ps},\qquad
\frac{1}{\langle\nu\rangle}=\frac{1}{1.5045\,\nu_0}=1.716\ \text{ps}.$$

Multiplied by $e/m$, they give $\mu=17\,079$ and $\mu_{FF}=15\,090$ cm²/(V s). The force-force value is 11.6% below the Boltzmann value. Scattering is weak by the usual measure, $\hbar\langle\nu\rangle/kT=0.015$, and that did not help.

For energy exchange, the Boltzmann equation was also solved numerically with phonons of energy $\hbar sq$ and Bose occupations, without assuming a relaxation time. The mobility becomes 17 103 cm²/(V s), a rise of 0.14%, and the force-force fraction is 0.8835 instead of 0.8836. For these parameters, where the phonon energy is small against $kT$, energy exchange does not remove the discrepancy. Both calculations leave out other scattering, nonparabolic bands, phonon drag and quantum corrections beyond Boltzmann theory.

**Q.** Is an error of about a tenth typical, then?

**A.** It depends on how strongly $\tau$ varies over the thermally active energies. For $\tau\propto x^r$ with $|r|<5/2$, the same integrals give

$$\frac{\mu_{FF}}{\mu}=\frac{\Gamma(5/2)^2}{\Gamma(5/2+r)\,\Gamma(5/2-r)} .$$

Acoustic phonons have $r=-1/2$. For $r=3/2$, the power-law idealization of charged impurities with $\tau$ read as the momentum relaxation time, the fraction is $3\pi/32\approx0.295$. In this idealization the formula misses the mobility by more than a factor of three. Screening makes $\tau$ rise less steeply with energy and so raises the fraction; this number leaves that out.

**Q.** Yet the formula seems to serve well for metals.

**A.** There the thermal window is narrow. For degenerate carriers and elastic scattering, the weight $x^{3/2}e^{-x}$ becomes $x^{3/2}(-\partial f_0/\partial x)$, a peak at $\eta=E_F/kT$ whose variance in $x$ is $\pi^2/3$ to leading order. Write $\nu=\langle\nu\rangle(1+\delta)$ with $\langle\delta\rangle=0$. Then $\langle\tau\rangle\langle\nu\rangle=\langle1/(1+\delta)\rangle\approx1+\langle\delta^2\rangle$. For $\nu\propto\sqrt x$, a small shift in $x$ changes $\nu$ by the relative amount $1/(2\eta)$ per unit of $x$, so

$$\langle\tau\rangle\langle\nu\rangle\approx1+\frac{1}{4\eta^2}\,\frac{\pi^2}{3}=1+\frac{\pi^2}{12}\left(\frac{kT}{E_F}\right)^2 .$$

At $\eta=40$ the computed excess over one is $5.12\times10^{-4}$, against $5.14\times10^{-4}$ from this law. For acoustic phonons it also requires $kT\gg2\hbar sk_F$, with $k_F$ the Fermi wavenumber, so that scattering stays quasi-elastic and the phonons stay in equipartition. Outside that range the estimate says nothing: scattering is inelastic, and the error can be far larger than this law.

**Q.** So for elastic or quasi-elastic scattering in this isotropic model, what rescues the formula is a single relaxation time among the carriers that matter, not weak scattering.

**A.** Yes. For your lightly doped sample that condition fails, so solve the Boltzmann equation, or add trial functions, bearing in mind that powers of $x$ converge slowly here and the last step can understate the error that remains. The remaining computed values are in the numerical output below.

## Table of computed values

```
effective mass: 0.2 m_e
temperature: 300 K
deformation potential: 5.0 eV
density: 5000 kg/m^3
sound speed: 5000 m/s
elastic constant c_l: 1.250e+11 Pa
gamma: 2.1265e-68 J^2 m^3
k at E = kT: 3.6838e+08 1/m
nu0 (rate at E = kT): 3.8734e+11 1/s
<tau>: 1.9421 ps
<1/tau>: 5.8276e+11 1/s
1/<1/tau>: 1.7160 ps
Boltzmann mobility: 17079 cm^2/(V s)
force-force mobility: 15090 cm^2/(V s)
hbar<1/tau>/kT: 0.01484
mobility ratio FF/Boltzmann: 0.883573
9 pi/32: 0.883573
<tau><1/tau>: 1.131768
<tau> nu0: 0.752253
<1/tau>/nu0: 1.504506
free FF rate, gamma=1: 0.677265 kT/hbar
golden-rule <nu>, gamma=1: 0.677265 kT/hbar
free FF rate at omega=kT/hbar over dc: 0.98359
small reduced sound speed: 0.003 sqrt(kT/m)
inelastic solve, 1 function/full: 0.88357
inelastic solve, 2 functions/full: 0.95721
39 pi/128: 0.95720
inelastic solve, 3 functions/full: 0.97791
example reduced sound speed: 0.03316 sqrt(kT/m)
example inelastic FF/full: 0.88346
example inelastic full mobility: 17103 cm^2/(V s)
example inelastic FF mobility: 15110 cm^2/(V s)
Var(nu)/nu0^2: 0.23646
M/<nu> at omega=0.0<nu>: Re 0.88357, Im 0.00000
M/<nu> at omega=0.3<nu>: Re 0.90381, Im -0.03790
M/<nu> at omega=1.0<nu>: Re 0.95221, Im -0.05083
M/<nu> at omega=3.0<nu>: Re 0.98917, Im -0.03031
M/<nu> at omega=10.0<nu>: Re 0.99886, Im -0.01030
full-dynamics force/<nu> at z=0.01<nu>: 0.00989
full-dynamics force/<nu> at z=1.00<nu>: 0.48672
full-dynamics force/<nu> at z=100.00<nu>: 0.98909
r=3/2 law <tau><1/tau>: 3.39531
r=3/2 law mobility ratio: 0.29452
Fermi <tau><1/tau> at eta=0: 1.102077
Fermi <tau><1/tau> at eta=5: 1.024205
Fermi <tau><1/tau> at eta=20: 1.002020
Fermi excess at eta=40: 5.1182e-04
degenerate law at eta=40: 5.1404e-04
```
